# Schrödinger–Poisson Iteration in Wide Accumulation Films: Instability and the Trellakis Predictor-Corrector

## A potential that jumps by thousands of electronvolts

An 80 nm semiconductor film carries a small positive charge on its front surface. Its self-consistent electron potential energy near that surface is $-0.116$ eV. Alternating between the Schrödinger and Poisson equations, starting from zero potential, gives instead

$$-1.223,\qquad 1866.5,\qquad -1.681,\qquad 3558.1\ \text{eV}$$

in the first four steps on a 0.5 nm grid. The last two values then repeat. A modified iteration from the same start changes the potential by $0.114$ eV, then by $2.3\times10^{-3}$ eV, then by $5.7\times10^{-5}$ eV, and settles. Both methods solve the same equations. They differ in how an error in the potential is carried to the next step.

## Model and signs

The film occupies $0<z<L$, with hard walls for the electrons at both ends. It has uniform donor density $N_d$, a positive sheet of $\sigma$ elementary charges per area at $z=0$, no field outside the front, and a grounded contact at $z=L$. We use one parabolic band of mass $m$ and mean-field electrostatics, without exchange-correlation or image potentials. The chemical potential $\mu$ is held fixed at the value that makes bulk material neutral at zero potential.

Let $V=-e\phi$ be the electron potential energy and $c=\varepsilon/e^2$. Poisson's equation $\phi''=-(e/\varepsilon)(N_d+\sigma\delta(z)-n)$ becomes

$$AV=n-N_d-\sigma\delta(z),\qquad A=-c\,\frac{d^2}{dz^2},\qquad V(L)=0. \tag{1}$$

Integration across the sheet gives $V'(0^+)=\sigma/c$: the energy rises away from the attractive surface. With zero slope at the front, the inverse of $A$ has the kernel $(L-\max(z,z'))/c\ge0$.

Each confined state $\psi_k$, with energy $E_k$, carries a two-dimensional subband. Including spin, its density of states is $g=m/(\pi\hbar^2)$. With $f(E)=1/(1+e^{(E-\mu)/kT})$, integration over the in-plane energy gives

$$N(E)=g\int_0^\infty f(E+\epsilon)\,d\epsilon=g\,kT\ln\!\left(1+e^{(\mu-E)/kT}\right),\qquad -N'(E)=g f(E). \tag{2}$$

The density is $n[V]=\sum_kN(E_k)\psi_k^2$, with real, normalized $\psi_k$. The plain iteration is

$$V_{\rm new}=A^{-1}\left(n[V]-N_d-\sigma\delta\right). \tag{3}$$

## How the density responds

Change $V$ by a small $\delta(z)$ and write $\delta_{kl}=\langle k|\delta|l\rangle$. First-order perturbation theory gives $\Delta E_k=\delta_{kk}$ and $\Delta\psi_k=\sum_{l\ne k}\psi_l\delta_{lk}/(E_k-E_l)$. Hence

$$\Delta n=\sum_kN'(E_k)\delta_{kk}\psi_k^2+2\sum_{k\ne l}\frac{N(E_k)}{E_k-E_l}\psi_k\psi_l\delta_{kl}.$$

Averaging the second sum with its copy under $k\leftrightarrow l$ replaces $2N(E_k)$ by $N(E_k)-N(E_l)$. Therefore

$$\Delta n=-X\delta,\qquad X\delta=\sum_{kl}F_{kl}\psi_k\psi_l\delta_{kl},\qquad F_{kl}=-\frac{N(E_k)-N(E_l)}{E_k-E_l}, \tag{4}$$

with $F_{kk}=gf(E_k)$. By (2), $F_{kl}$ is the mean of $gf$ between the two energies, so it is positive. With $\langle u,v\rangle=\int uv\,dz$,

$$\langle\delta,X\delta\rangle=\sum_{kl}F_{kl}\delta_{kl}^2\ge0. \tag{5}$$

A local function will serve for comparison:

$$D(z)=\sum_kF_{kk}\psi_k^2(z).$$

Completeness gives $\langle k|\delta^2|k\rangle=\sum_l\delta_{kl}^2$. Symmetrizing in $k$ and $l$,

$$\langle\delta,D\delta\rangle=\sum_{kl}\tfrac12(F_{kk}+F_{ll})\,\delta_{kl}^2. \tag{6}$$

Since $f$ decreases with energy, its mean over an interval cannot exceed its larger endpoint value. Thus $F_{kl}\le F_{kk}+F_{ll}$, and (5) and (6) give, as inequalities between quadratic forms,

$$0\le X\le2D. \tag{7}$$

If all subbands lie above $\mu$, more is true. There $f\le\frac12$ and $f''=f(1-f)(1-2f)/(kT)^2\ge0$, so $f$ is convex. The mean of a convex function over an interval is at most the average of its endpoint values, hence $X\le D$.

Positivity also makes the solution unique. If $V_1$ and $V_2$ both solve (1), subtract their equations, multiply by $u=V_2-V_1$, and integrate the response along the straight path between them. The result is $\langle u,Au\rangle+\int_0^1\langle u,X_tu\rangle dt=0$. The first term is positive unless $u=0$.

## Why width makes the plain method unstable

Near the solution, (3) and (4) give

$$\delta_{\rm new}=-A^{-1}X\delta. \tag{8}$$

Consider the modes $Xu=sAu$. Because $A>0$ and $X\ge0$, the numbers $s$ are real and nonnegative, and each mode is multiplied by $-s$. Let $\rho$ be the largest $s$. For $\rho>1$ that mode grows with alternating sign: too deep a potential attracts too many electrons, whose repulsion then makes the next potential too high.

To relate $\rho$ to width, use

$$\rho=\max_\delta\frac{\langle\delta,X\delta\rangle}{\langle\delta,A\delta\rangle},\qquad \langle\delta,A\delta\rangle=c\int_0^L\delta'^2dz,\qquad\delta(L)=0.$$

The zero slope at $z=0$ is the natural boundary condition of this form and need not be imposed on trial functions. Take $w=1-z/L$, for which $\langle w,Aw\rangle=c/L$, and define

$$a=\frac{\int Dw\,dz}{\int D\,dz},\qquad r=\frac{L}{c}\int_0^LD\,dz.$$

Keeping the diagonal terms of (5) and applying the Cauchy–Schwarz inequality gives

$$\langle w,Xw\rangle\ge\sum_kF_{kk}w_{kk}^2\ge\frac{\left(\sum_kF_{kk}w_{kk}\right)^2}{\sum_kF_{kk}}=a^2\int D\,dz .$$

Division by $c/L$ yields $\rho\ge a^2r$.

For an upper bound, write $\delta(z)=-\int_z^L\delta'dz'$. Then $\delta(z)^2\le(L-z)\langle\delta,A\delta\rangle/c$, so $\langle\delta,D\delta\rangle\le a\,r\,\langle\delta,A\delta\rangle$. With (7),

$$a^2r\le\rho\le2ar, \tag{9}$$

and the factor 2 is absent when all subbands lie above $\mu$.

The quantity $r$ is the ratio of the quantum capacitance $e^2\int D\,dz$ to the geometric capacitance $\varepsilon/L$, both per area. "Wide" therefore means that this ratio is large. The length in it is the film thickness up to the grounded contact, not the thickness of the surface density peak.

For nondegenerate electrons $gf(E)\approx N(E)/kT$, hence $r\approx N_sL/(ckT)$, where $N_s$ is the electron sheet density. When little charge sits on the back contact, $N_s\approx\sigma+N_dL$ and

$$r\approx\frac{L(\sigma+N_dL)}{ckT}.$$

The surface charge contributes a term linear in $L$, the donors a quadratic one.

### Numbers for the film

The round parameters are $m=0.25\,m_e$, relative permittivity 12, $T=300$ K, $N_d=10^{-4}$ nm$^{-3}$ and $\sigma=0.01$ nm$^{-2}$. They give $c=0.6632$ eV$^{-1}$ nm$^{-1}$ and $kT=0.02585$ eV. At $L=80$ nm the solution has $N_s=0.01779$ nm$^{-2}$. The nondegenerate estimate is

$$r\approx\frac{0.01779\times80}{0.6632\times0.02585}\approx83,$$

about 6% above the computed $78.4$. The lowest subband, at $-0.056$ eV, lies above $\mu=-0.089$ eV, so the factor 2 in (9) is absent. With $a=0.719$, (9) then requires $\rho$ to lie between $40.6$ and $56.4$; the computed value is $50.2$. An error in the worst mode grows fiftyfold per step.

The plain method is locally stable at 9.0 nm, where $\rho=0.98$, and unstable at 9.5 nm, where $\rho=1.18$. A uniform gas of density $N_d$ would suggest a larger limit. For $X=D=N_d/kT$, the mode $\cos(\pi z/2L)$ gives $\rho=4L^2/(\pi^2\lambda^2)$, with Debye length $\lambda=\sqrt{ckT/N_d}=13.1$ nm, and the threshold is $\pi\lambda/2\approx20.6$ nm.

Accumulated electrons account for the difference. Since $gf\le N/kT$, (9) implies $\rho\le2N_sL/(ckT)$. At 9.5 nm, $\rho=1.18$ thus requires $N_s\ge1.06\times10^{-3}$ nm$^{-2}$, more than the $0.95\times10^{-3}$ nm$^{-2}$ that would neutralize the donors.

## Why the failure is bounded

Local divergence does not send the iterates to infinity. Let $V_b=-A^{-1}(N_d+\sigma\delta)$ be the potential of the fixed charges alone. Since $n$ and the kernel of $A^{-1}$ are nonnegative, every plain step returns $V\ge V_b$. Raising a potential raises all its ordered energy levels, and $N(E)$ decreases with $E$. The electron number in any such $V$ is therefore at most $N_{\max}$, the number in $V_b$. From the second step onward,

$$V_b\le V\le V_b+\frac{L N_{\max}}{c}.$$

In the 80 nm film,

$$V_b(0)=-\frac{\sigma L+N_dL^2/2}{c}=-\frac{0.80+0.32}{0.6632}\approx-1.69\ \text{eV}.$$

Half a nanometre inside, at the first grid point, this becomes the $-1.681$ eV of the third plain step. The film has been emptied, and the next potential is that of the bare charges.

That deep well then overfills. A rise of 3560 eV requires at least $3560\times0.6632/80\approx29.5$ electrons per nm$^2$, against $0.0178$ in the solution. Their repulsion gives a slope of at least $29.5/0.6632\approx44$ eV/nm at the contact. The confinement energy there is at least of order $(\hbar^2/2m)^{1/3}(44\ \text{eV/nm})^{2/3}\approx7$ eV, hundreds of $kT$, so the film empties again. The result is a cycle of period two, with no change over two steps in the printed arithmetic. The huge energies belong to the iteration and have no physical meaning. Even their size depends on the grid: an electron with 1.7 eV of kinetic energy has a wavelength of about 1.9 nm, less than four grid steps.

## What damping can and cannot repair

Mixing a fraction $\alpha$ of the plain result into the old potential gives

$$V_{\rm new}=(1-\alpha)V+\alpha V_{\rm plain},\qquad \text{error factor }1-\alpha(1+s).$$

Local stability requires $0<\alpha<2/(1+\rho)$. Short-wave modes have $s$ near zero, because $A$ is large for them. The best fixed $\alpha$ balances the two ends of the spectrum:

$$1-\alpha=\alpha(1+\rho)-1\quad\Rightarrow\quad\alpha=\frac{2}{2+\rho},\qquad\text{rate}=\frac{\rho}{2+\rho}. \tag{10}$$

For $\rho=50.2$ this gives $\alpha=0.038$ and a rate of $0.962$. Reducing an error by $10^5$ should take $\ln10^5/\ln(1/0.9617)\approx295$ steps. From a smooth initial error of $10^{-3}$ eV, 293 steps reach $10^{-8}$ eV. Damping restores local convergence, but for large $\rho$ its cost grows in proportion to $\rho$.

## The predictor-corrector

The plain method keeps the density frozen while it solves Poisson's equation. A better density must react to the potential being sought, without a new Schrödinger solution for every trial potential.

One case is known exactly. A uniform shift $v$ leaves every $\psi_k$ unchanged and moves every $E_k$ to $E_k+v$. The density becomes $\sum_k\psi_k^2N(E_k+v)$. The Trellakis predictor applies this result at each point, with the local potential change in place of $v$:

$$\tilde n(z;V)=\sum_k\psi_k^2(z)\,N\big(E_k+V(z)-V_{\rm old}(z)\big). \tag{11}$$

Here $\psi_k$ and $E_k$ belong to $V_{\rm old}$. Where the trial potential rises, the occupations entering the local density fall at once, and the overfilling is checked within the Poisson solution.

One cycle consists of three operations:

1. Solve the Schrödinger equation in $V_{\rm old}$.
2. Solve $AV=\tilde n(V)-N_d-\sigma\delta$ for $V$. This is the predictor.
3. Replace $V_{\rm old}$ by $V$ and solve the Schrödinger equation again. This corrects the states and energies. Repeat until the change in $V$ is small enough.

At $V=V_{\rm old}$, (11) is the true quantum density, so a stationary point of the cycle solves the original equations. Conversely, a self-consistent $V_{\rm old}$ satisfies the predictor equation, whose solution is unique, as shown next. The approximation in (11) affects the path and not the final answer.

### The inner Newton solution

On the grid, let $R(V)=AV-\tilde n(V)+N_d+\sigma\delta$. Newton's method solves

$$(A+\tilde D)(V_{j+1}-V_j)=-R(V_j),\qquad \tilde D=\sum_k\psi_k^2\,gf(E_k+V_j-V_{\rm old}). \tag{12}$$

The equation $R=0$ is the stationarity condition of

$$\tfrac12\langle V,AV\rangle+\langle N_d+\sigma\delta,V\rangle+\int\sum_k\psi_k^2\,\Omega(E_k+V-V_{\rm old})\,dz,\qquad\Omega(E)=\int_E^\infty N\,dE'.$$

Since $\Omega\ge0$, $\Omega'=-N$ and $\Omega''=gf>0$, this functional is strictly convex and grows without limit for large $V$. It has one minimum, $V_*$.

Newton's method reaches it from any start. The matrix $A+\tilde D$ has positive diagonal and nonpositive off-diagonal elements and is positive definite, so its inverse has no negative elements. Also $N''=-gf'>0$, so $\tilde n$ is convex in $V$ and $R$ is concave. The tangent lies above a concave function. The tangent at $V_0$ vanishes at $V_1$, hence $R(V_1)\le0$, and (12) gives $V_2\ge V_1$. The tangent at $V_1$ evaluated at $V_*$ gives

$$0=R(V_*)\le R(V_1)+(A+\tilde D)(V_*-V_1),$$

so $V_*-V_1\ge V_2-V_1$. The argument repeats: after the first step the iterates rise monotonically and remain below $V_*$. Their limit has $R=0$. In the 80 nm film the first predictor takes eight Newton steps.

## Error of the outer iteration

Set $V_{\rm old}=V_{\rm sc}+\delta$ and $V_{\rm new}=V_{\rm sc}+\delta_{\rm new}$, where $V_{\rm sc}$ is the self-consistent solution with density $n_{\rm sc}$. To first order,

$$\tilde n=n_{\rm sc}-X\delta-D(\delta_{\rm new}-\delta).$$

The first correction is the true quantum response to the old error; the second is the predictor's local response. Subtracting the self-consistent Poisson equation gives $A\delta_{\rm new}=-X\delta-D\delta_{\rm new}+D\delta$, or

$$(A+D)\delta_{\rm new}=(D-X)\delta. \tag{13}$$

From (7), $-D\le D-X\le D$. A mode $(D-X)u=\eta(A+D)u$ therefore obeys

$$|\eta|\le\frac{\langle u,Du\rangle}{\langle u,Au\rangle+\langle u,Du\rangle}<1. \tag{14}$$

On a grid there are finitely many modes, so the method is locally convergent at every thickness. If all subbands lie above $\mu$, then $X\le D$ and every $\eta$ is nonnegative.

### Why the factor is small as well as below one

Bound (14) approaches one when $A$ is weak, which is the wide-film case. The actual factor is much smaller because $D-X$ is small for slowly varying errors. A constant $\delta$ has $\delta_{kl}=0$ for $k\ne l$, and (4) gives $X1=D$.

A uniform nondegenerate gas shows what remains. Let $K=\hbar^2/2m$. For a perturbation of wave number $q$, $F$ is the average of $N/kT$ over energies between $Kk^2$ and $K(k+q)^2$. With $0\le t\le1$,

$$Kk^2+tK(2kq+q^2)=K(k+tq)^2+Kt(1-t)q^2.$$

Integration over $k$ removes the shift $tq$ and leaves

$$\frac{X(q)}{D}=\int_0^1e^{-Kq^2t(1-t)/kT}dt\ \ge\ 1-\ell^2q^2,\qquad \ell^2=\frac{K}{6kT},$$

because $e^{-x}\ge1-x$ and $\int_0^1t(1-t)dt=1/6$. In this gas $A/D=\lambda_n^2q^2$, with $\lambda_n^2=ckT/n$. Hence

$$0\le\eta(q)\le\frac{\ell^2q^2}{1+\lambda_n^2q^2}<\frac{\ell^2}{\lambda_n^2}. \tag{15}$$

The film thickness has dropped out. Here $\ell^2=0.1524/(6\times0.02585)\approx0.98$ nm$^2$. The bound is $0.006$ at the donor density. At the peak density of the 80 nm film, $1.6\times10^{-3}$ nm$^{-3}$, the same formula gives $0.09$. A uniform gas of that density is already partly degenerate, so this second value is only an estimate of scale. The computed largest factor is $0.043$, and it stays there from 40 to 120 nm while $\rho$ rises from 19 to 88. That the dense surface region sets this value is a plausible reading of (15), not a proof for the nonuniform film.

## Reading the convergence and the remaining errors

The successive changes at 80 nm have ratios $0.020$, $0.025$, $0.038$, $0.041$ and $0.042$, approaching the predicted $0.043$. Once one mode of factor $\eta$ dominates, the change is $(\eta^{-1}-1)$ times the new error in magnitude, so

$$|\text{remaining error}|\approx\frac{\eta}{1-\eta}\,|\text{last change}|\approx0.045\,|\text{last change}|.$$

The last change is then a safe measure of the iteration error. In the damped method the two ends of the spectrum behave differently. A short-wave mode with $s$ near zero has factor $0.962$, and its remaining error is about 25 times its last change. The worst mode of the plain method has factor $-0.962$: it alternates in sign, and its remaining error is only about half its last change. A small change is therefore weak evidence unless one knows which mode dominates. From the same initial error of $10^{-3}$ eV, the predictor-corrector needs three steps where damping needs 293.

The grid sets a separate limit. For the 40 nm film, halving the 0.5 nm spacing changes $V$ by at most $1.6\times10^{-4}$ eV, or 0.6% of $kT$. Iterating far below this level checks the algorithm but does not improve the physical model.

## Degeneracy and the limits of the proof

A colder, denser film tests the case in which convexity fails. At 30 K, with $L=40$ nm and $N_d=10^{-3}$ nm$^{-3}$, the lowest subband lies at $-0.005$ eV, below $\mu=0.014$ eV. The plain method has $\rho\approx110$. The predictor-corrector factors run from $-0.002$ to $0.169$. A negative factor has appeared, as the general theorem permits, and all remain inside $(-1,1)$. Convergence from zero potential takes 12 steps, against 8 in the warm films of 20 nm and more.

The proof uses the monotonic $-N'(E)=gf(E)$ of two-dimensional subbands. For a fully confined dot, $N=2f$ and $-N'$ is peaked at $\mu$. Two levels separated by $\Delta$ and placed symmetrically about $\mu$ have $F_{kl}\to2/\Delta$ at low temperature, while $F_{kk}$ and $F_{ll}$ vanish exponentially. Inequality (7) can then fail, and this guarantee is lost, although the iteration need not fail. A density-dependent exchange-correlation potential or a fixed electron number also changes the error equation (13).

The theorem is local. At 80 nm, starts from zero potential and from the bare-charge potential reach the same solution, in eight and seven steps. This supports robustness in that film but does not prove convergence from every start. The numerical output below gives the full thickness series.

## Computed values

```
mass 0.25 m_e, relative permittivity 12.0, T 300 K
donors 1.0e-04 nm^-3, front charge 0.01 e/nm^2
grid step 0.5 nm, kT = 0.02585 eV, mu = -0.08879 eV
hbar^2/2m = 0.15240 eV nm^2, g = 1.04433 1/(eV nm^2)
c = eps/e^2 = 0.66316 1/(eV nm)
bulk Debye length = 13.094 nm
L(nm) r a | a^2r rho ar | PC factor, PC steps from V=0
    5 0.112 0.528 | 0.031 0.049 0.059 | 0.0045, 5
   20 10.622 0.693 | 5.106 6.544 7.365 | 0.0417, 8
   40 29.297 0.729 | 15.572 19.147 21.359 | 0.0425, 8
   80 78.434 0.719 | 40.599 50.248 56.430 | 0.0426, 8
  120 145.430 0.693 | 69.775 88.493 100.734 | 0.0426, 8
last stable plain film: 9.0 nm, rho 0.9821
first unstable plain film: 9.5 nm, rho 1.1780
80 nm film:
V at first grid point = -0.11610 eV
lowest three subbands = -0.05596, -0.02677, -0.01258 eV
electron sheet density = 0.017794 nm^-2
peak density = 1.5904e-03 nm^-3 at 3.0 nm
PC changes (eV): 1.14e-01, 2.25e-03, 5.65e-05, 2.14e-06, 8.75e-08, 3.66e-09
inner Newton steps in first predictor = 8
PC steps from bare-charge potential = 7
plain front V, steps 1-4 (eV): -1.223, 1866.536, -1.681, 3558.148
late plain one-step change = 3559.830 eV
late plain two-step change = 0.0e+00 eV
mixing limit = 0.03903, best mixing = 0.03828
best damped rate = 0.96172
steps from 1e-3 to 1e-8 eV: damped 293, PC 3
damped step estimate = 295.0
40 nm film, largest V change on halving grid = 1.62e-04 eV
cold film: 40 nm, 30 K, donors 1.0e-03 nm^-3, same front charge
cold mu = 0.01419 eV, lowest subband = -0.00463 eV
cold plain rho = 109.560
cold PC factors from -0.00192 to 0.16906
cold PC steps from V=0 = 12
```
